\section*{Constant-tau mobility in narrow bands and the crossover from e tau/m, part 1}

(Sections cited here and not found follow in the second part.)

\section{Mobility at constant relaxation time in a general band}

\subsection{Result}

For dilute carriers in one band, with a relaxation time $\tau$ that is the same for all states, the weak-field mobility along $x$ is
\begin{equation}
\mu=\frac{e\tau\,\langle v_x^2\rangle}{k_{\rm B}T},
\label{eq:main}
\end{equation}
where $\langle\cdots\rangle$ is the thermal average. This holds at any ratio of the bandwidth $W$ to $k_{\rm B}T$. When $W\ll k_{\rm B}T$, all states of the band are almost equally occupied, and the thermal average becomes the plain average over the Brillouin zone, written with an overline:
\begin{equation}
\mu\simeq\frac{e\tau\,\overline{v_x^2}}{k_{\rm B}T}.
\label{eq:narrow}
\end{equation}
For the cosine band $\varepsilon=-2t\cos(ka)$, of width $W=4t$, the mobility at any temperature is
\begin{equation}
\mu=\frac{e\tau}{m}\,\frac{I_1(z)}{I_0(z)},\qquad
z=\frac{2t}{k_{\rm B}T},\qquad \frac1m=\frac{2ta^2}{\hbar^2},
\label{eq:cosresult}
\end{equation}
where $I_0$ and $I_1$ are modified Bessel functions and $m$ is the effective mass at the band minimum. The low-temperature law $e\tau/m$ and the narrow-band law \eqref{eq:narrow} intersect at $k_{\rm B}T=t=W/4$.

The component $v_x$ along the field enters these formulas. In a cubic crystal $\langle v_x^2\rangle=\langle|\mathbf v|^2\rangle/3$, so inserting the full squared speed would give three times the mobility.

\subsection{Conventions and the transport equation}

The algebra uses atomic units, $\hbar=e=1$, and $k_{\rm B}T$ is kept as an energy, with $\beta=1/k_{\rm B}T$. The factors $e$ and $\hbar$ are restored in final results. The band energy is $\varepsilon(\mathbf k)$, and the velocity is $v_x=\partial\varepsilon/\partial k_x$. The symbol $F$ denotes the force on a carrier, directed along $x$. For either sign of the charge, the mobility is the positive ratio of drift speed to electric field. With unit charge it equals drift velocity divided by force.

The zone average of a function $g$ in $d$ dimensions is
\begin{equation}
\overline g=\frac{1}{\Omega}\int_{\rm BZ}g(\mathbf k)\,d^dk ,
\end{equation}
with $\Omega$ the zone volume. If $f(\mathbf k)$ is the occupation per spin state, then $\nu=\overline f$ is the number of carriers per cell and per spin state.

Between scattering events the force moves the wave vector according to $dk_x/ds=F$, where $s$ is time. Scattering is modelled by relaxation towards an equilibrium distribution $f_0(\varepsilon)$. In a uniform steady state,
\begin{equation}
F\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
\label{eq:bte}
\end{equation}
Averaging this equation over the zone removes the left side, because $f$ is periodic in $\mathbf k$. Hence $\overline f=\overline{f_0}$: the distribution and its equilibrium partner contain the same number of carriers. The relaxation term restores energy as well as momentum, so $f_0$ keeps the temperature of the lattice.

\subsection{Linear response}

For a weak force write $f=f_0+Ff_1+O(F^2)$. The terms of first order in \eqref{eq:bte} give
\begin{equation}
\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.
\end{equation}
Since $f_0$ depends on $\mathbf k$ through the energy, the chain rule gives $\partial f_0/\partial k_x=v_xf_0'(\varepsilon)$, and therefore
\begin{equation}
f_1=-\tau v_xf_0'(\varepsilon).
\label{eq:f1}
\end{equation}
The derivative $f_0'$ is negative, so states that move along the force gain occupation and states that move against it lose occupation.

The drift velocity is
\begin{equation}
v_{\rm d}=\frac{\overline{v_xf}}{\overline f}
=\frac{\overline{v_xf_0}+F\,\overline{v_xf_1}}{\overline{f_0}}+O(F^2).
\end{equation}
The equilibrium term vanishes. To see this, let $G(\varepsilon)$ be an antiderivative of $f_0(\varepsilon)$. Then $v_xf_0=\partial G/\partial k_x$, and the zone average of the derivative of a periodic function is zero. Inserting \eqref{eq:f1} and dividing by $F$ gives
\begin{equation}
\mu=\tau\,\frac{\overline{v_x^2\,(-f_0')}}{\overline{f_0}}.
\label{eq:general}
\end{equation}
The constant $\tau$ has been taken out of the average here. No assumption about the statistics has been made yet.

For dilute carriers the equilibrium distribution is $f_0=Ce^{-\beta\varepsilon}$, with $C$ fixed by the density. Differentiation gives $-f_0'=\beta f_0$, so that
\begin{equation}
\mu=\beta\tau\,\frac{\overline{v_x^2e^{-\beta\varepsilon}}}{\overline{e^{-\beta\varepsilon}}}
=\beta\tau\langle v_x^2\rangle .
\label{eq:thermal}
\end{equation}
This is \eqref{eq:main}. Neither a parabolic dispersion nor a small bandwidth was needed.

Dilute means that even the most heavily occupied state, at the band minimum $\varepsilon_{\min}$, has an occupation far below one. Writing $C=\nu/\overline{e^{-\beta\varepsilon}}$ turns this into
\begin{equation}
\nu\ll\overline{e^{-\beta(\varepsilon-\varepsilon_{\min})}} .
\label{eq:dilute}
\end{equation}
For $W\ll k_{\rm B}T$ the right side is close to one, and $\nu\ll1$ suffices. At low temperature the right side is small, because few states lie within $k_{\rm B}T$ of the minimum, and the density must be correspondingly lower.

\subsection{The same mobility as an average curvature}

The link with $e\tau/m$ follows from an integration by parts. The function $v_xf_0$ is periodic, so the zone average of its derivative vanishes:
\begin{equation}
0=\overline{\frac{\partial}{\partial k_x}(v_xf_0)}
=\overline{f_0\frac{\partial^2\varepsilon}{\partial k_x^2}}
+\overline{v_x^2f_0'} .
\end{equation}
Moving the last term to the other side and using \eqref{eq:general} gives
\begin{equation}
\mu=\tau\,\frac{\overline{f_0\,\partial^2\varepsilon/\partial k_x^2}}{\overline{f_0}} .
\label{eq:curvature}
\end{equation}
For dilute carriers the ratio is the thermal average of the inverse mass $\partial^2\varepsilon/\partial k_x^2$.

Cold dilute carriers gather at the band minimum. If the minimum is single and has curvature $1/m$ along $x$, then \eqref{eq:curvature} tends to $\tau/m$. Hot carriers also occupy the upper part of the band, where the curvature is negative. With uniform occupation the average curvature is zero, since $v_x$ is periodic. What survives when $W\ll k_{\rm B}T$ comes from the slight excess of carriers at low energy, which is of order $W/k_{\rm B}T$. This is the origin of the $1/T$ law in the curvature picture.

Equations \eqref{eq:thermal} and \eqref{eq:curvature} are equal, but they behave differently in numerical work. In a narrow band the curvature form is a small difference between large positive and negative contributions. The velocity form is a sum of positive terms and has no such cancellation. On a uniform grid and for a smooth band given analytically, the cancellation is carried out accurately and both forms converge fast. With irregular sampling of the zone it is not, and the velocity form is then the safer choice when $W\ll k_{\rm B}T$.

\subsection{Diffusion and the origin of the factor 1/T}

The quantity $\tau\langle v_x^2\rangle$ is the diffusion coefficient. Without a force, but with a density $n(x,s)$ that varies in space, the transport equation is
\begin{equation}
\frac{\partial f}{\partial s}+v_x\frac{\partial f}{\partial x}
=-\frac{f-nw}{\tau},\qquad
w=\frac{e^{-\beta\varepsilon}}{\overline{e^{-\beta\varepsilon}}},
\label{eq:space}
\end{equation}
with $n=\overline f$ and $\overline w=1$. Consider a density wave in which $f$ and $n$ vary as $e^{iqx+\lambda s}$. Then
\begin{equation}
(1+\tau\lambda+iq\tau v_x)f=nw .
\end{equation}
Dividing by the bracket, averaging over the zone and cancelling $n$ gives
\begin{equation}
1=\left\langle\frac{1}{1+\tau\lambda+iq\tau v_x}\right\rangle .
\end{equation}
A long wave relaxes slowly, with $\lambda$ of order $q^2$. Expanding to that order,
\begin{equation}
1=1-\tau\lambda-iq\tau\langle v_x\rangle-q^2\tau^2\langle v_x^2\rangle+O(q^3).
\end{equation}
The mean velocity is zero in equilibrium, as shown above. Hence
\begin{equation}
\lambda=-Dq^2+O(q^3),\qquad D=\tau\langle v_x^2\rangle,\qquad \mu=\beta D .
\label{eq:einstein}
\end{equation}
The last equality is the Einstein relation. As a test, the relaxation operator of \eqref{eq:space} was diagonalized for a cosine band at a small $q$. Its slowest decay rate gives the same mobility as the response to a force.

The relation separates two causes of temperature dependence. In a broad band with a parabolic minimum, the mean squared velocity of cold carriers grows in proportion to $T$ by equipartition, and this growth cancels the factor $1/T$. Other shapes of the minimum give other powers: $T^{3/2}$ for a quartic minimum and no growth for a linear one. In a narrow band, the carriers already sample all velocities evenly. At fixed $\tau$ the diffusion coefficient then no longer depends on temperature, and the factor $1/T$ remains.

\subsection{How narrow the band must be}

The thermal weight $w(\mathbf k)$ in \eqref{eq:space} is a Boltzmann factor divided by its own average. Both the factor and its average lie between $e^{-\beta\varepsilon_{\max}}$ and $e^{-\beta\varepsilon_{\min}}$. With $W=\varepsilon_{\max}-\varepsilon_{\min}$ it follows that
\begin{equation}
e^{-\beta W}\le w(\mathbf k)\le e^{\beta W},\qquad
e^{-\beta W}\le\frac{\langle v_x^2\rangle}{\overline{v_x^2}}\le e^{\beta W}.
\label{eq:bound}
\end{equation}
The second pair of inequalities follows by averaging the non-negative quantity $v_x^2$ with the weight $w$. It proves that \eqref{eq:thermal} tends to \eqref{eq:narrow} as $\beta W\to0$, for any band shape. It is a bound and not an estimate of the actual error.

The estimate comes from expanding numerator and denominator to first order in $\beta$:
\begin{align}
\langle v_x^2\rangle
&=\frac{\overline{v_x^2}-\beta\,\overline{\varepsilon v_x^2}}{1-\beta\,\overline\varepsilon}+O(\beta^2)\nonumber\\
&=\overline{v_x^2}-\beta\left(\overline{\varepsilon v_x^2}-\overline\varepsilon\;\overline{v_x^2}\right)+O(\beta^2).
\label{eq:firstorder}
\end{align}
The bracket is the covariance of energy and squared velocity over the zone. If the faster states lie mainly in the lower part of the band, it is negative, and the thermal average exceeds the zone average.

A one-dimensional band with two harmonics shows the effect. Take $a=1$ and
\begin{equation}
\varepsilon=-2t_1\cos k-2t_2\cos2k,\qquad
v=2t_1\sin k+4t_2\sin2k .
\end{equation}
Squaring the velocity and using the product formulas for sines,
\begin{equation}
v^2=2t_1^2(1-\cos2k)+8t_1t_2(\cos k-\cos3k)+8t_2^2(1-\cos4k).
\end{equation}
The constant terms give $\overline{v^2}=2t_1^2+8t_2^2$. In the product $\varepsilon v^2$, only equal harmonics survive the average, each with a factor $1/2$:
\begin{equation}
\overline{\varepsilon v^2}
=\tfrac12\left[(-2t_1)(8t_1t_2)+(-2t_2)(-2t_1^2)\right]
=-6t_1^2t_2 .
\end{equation}
Since $\overline\varepsilon=0$, equation \eqref{eq:firstorder} becomes
\begin{equation}
\langle v^2\rangle=2t_1^2+8t_2^2+\frac{6t_1^2t_2}{k_{\rm B}T}+O(\beta^2).
\end{equation}
The sign of $t_2$ decides whether the narrow-band law is approached from above or from below.

The first-order term vanishes if a fixed shift of the wave vector turns $\varepsilon-\overline\varepsilon$ into its negative. Such a shift also reverses $v_x$ and leaves $v_x^2$ unchanged, so the covariance equals its own negative. The cosine band has this symmetry, with a shift of $\pi/a$, and its error therefore starts at order $(W/k_{\rm B}T)^2$.

\subsection{Finite occupation}

When the carriers are not dilute, the equilibrium distribution is the Fermi function $f_0=[e^{\beta(\varepsilon-\eta)}+1]^{-1}$ with chemical potential $\eta$. Its derivative satisfies $-f_0'=\beta f_0(1-f_0)$. Equation \eqref{eq:general} becomes
\begin{equation}
\mu=\beta\tau\,\frac{\overline{v_x^2f_0(1-f_0)}}{\nu}.
\label{eq:fermi}
\end{equation}
At fixed $\nu$ and $W\ll k_{\rm B}T$, the occupation is almost the same for all states, so $f_0\to\nu$ and
\begin{equation}
\mu\to(1-\nu)\,\frac{e\tau\,\overline{v_x^2}}{k_{\rm B}T}.
\label{eq:filling}
\end{equation}
A small bandwidth alone is thus not sufficient for \eqref{eq:narrow}; the occupation must be small as well. The conductivity is proportional to $\nu\mu$, hence to $\nu(1-\nu)$ in this limit. It vanishes for an empty and for a full band, as it must.

\section{The cosine band and the crossover}

\subsection{Symbols and results carried over}

Atomic units are used in the algebra, with $\beta=1/k_{\rm B}T$. The force on a carrier is $F$, the relaxation time is $\tau$, and $f$ relaxes towards the equilibrium distribution $f_0$ of the same density. An overline is a plain zone average, and $\langle\cdots\rangle$ is a thermal average over dilute carriers. The first half established
\begin{equation}
\mu=\beta\tau\langle v_x^2\rangle
=\tau\left\langle\frac{\partial^2\varepsilon}{\partial k_x^2}\right\rangle ,
\label{eq:carry}
\end{equation}
and the narrow-band limit $\mu\simeq\beta\tau\,\overline{v_x^2}$ for $W\ll k_{\rm B}T$. The band is now
\begin{equation}
\varepsilon=-2t\cos(ka),\quad v=2ta\sin(ka),\quad
W=4t,\quad \frac1m=2ta^2,
\end{equation}
with $t>0$. The mass $m$ follows from the curvature $2ta^2\cos(ka)$ at $k=0$.

For dilute carriers with a constant relaxation time, the weak-field mobility is $\beta\tau\langle v_x^2\rangle$ at any ratio of bandwidth to $k_{\rm B}T$, and it reduces to the narrow-band law when $W\ll k_{\rm B}T$. What remains is to derive the mobility of the cosine band, follow its crossover between the two limiting laws, and set out a worked example and the conditions of validity.
